# Sticking probability and exposure from a coverage profile in a narrow pore

## Question

I am modelling one precursor pulse into a long cylindrical pore, as in atomic layer deposition. I have a synthetic profile of coverage against depth, with noise added, and I want to recover the sticking probability $\beta$ and the exposure from it.

I have been told that the slope of the coverage front fixes $\beta$, while the penetration depth mainly fixes the exposure. I cannot see why the two should separate. A stickier molecule is caught nearer the mouth, so surely a larger $\beta$ makes the penetration shallower. A longer pulse changes the whole profile, so why not its slope? My fit also reports that the errors of the two parameters are correlated, which looks like evidence against a clean division.

The pore has diameter $d=100$ nm. The model precursor has mass 100 u at 500 K, with 10 Pa at the mouth for 0.2 s. Each adsorbed molecule occupies $0.25\ \mathrm{nm^2}$ at saturation, and I generated the data with $\beta=0.01$. Can the claim be derived, and when does it fail?

## Answer

The two features can be calculated separately, because the model has a first integral. I assume molecular flow, diffuse scattering at the wall, irreversible adsorption with probability $\beta(1-\theta)$ at coverage $\theta$, constant mouth pressure, and a pore much deeper than the front. Desorption and narrowing of the pore by the film are neglected.

### Diffusion between wall collisions

Let a molecule leave the wall with axial direction cosine $\mu$, and let $\psi$ be the angle between its transverse direction and the inward normal. The solid-angle element is $d\mu\,d\psi$, and the cosine law gives the probability density $\sqrt{1-\mu^2}\cos\psi/\pi$. The flight crosses a chord of the circular section of length $d\cos\psi$, so its full length and axial displacement are

$$\ell=\frac{d\cos\psi}{\sqrt{1-\mu^2}},\qquad z=\mu\ell .$$

With $-\pi/2<\psi<\pi/2$ and $-1<\mu<1$,

$$\langle\ell\rangle=\frac d\pi\int\cos^2\psi\,d\psi\int d\mu=\frac d\pi\cdot\frac\pi2\cdot2=d,$$

$$\langle z^2\rangle=\frac{d^2}{\pi}\int\cos^3\psi\,d\psi\int\frac{\mu^2\,d\mu}{\sqrt{1-\mu^2}}=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.$$

Molecules leaving a wall have a speed distribution weighted by speed, so their mean inverse speed is $1/\bar v$, where $\bar v$ is the mean speed in the gas. The mean flight time is therefore $d/\bar v$. Successive axial steps are independent and have zero mean, hence

$$D=\frac{\langle z^2\rangle}{2\langle t\rangle}=\frac{d\bar v}{3}.$$

Here $\bar v=325.4$ m/s gives $D=1.085\times10^{-5}\ \mathrm{m^2/s}$. The mean free path, estimated with a collision diameter of 0.5 nm, is 622 µm. This is far above $d$, so collisions in the gas can be ignored.

### Gas and surface balances

Let $n$ be the gas density, $n_0$ its value at the mouth, and $s_0$ the area per adsorbed molecule at saturation. The wall receives $n\bar v/4$ impacts per area and time, and a cylinder has wall area $4/d$ per volume. Thus

$$\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2}-\frac{\bar v}{d}\beta n(1-\theta),\qquad
\frac{\partial\theta}{\partial t}=s_0\frac{n\bar v}{4}\beta(1-\theta).$$

Define $u=n/n_0$, $\xi=x/d$ and the exposure in impacts per site at the mouth,

$$\tau=\frac{s_0n_0\bar v}{4}\,t=\frac{s_0\,p\,t}{\sqrt{2\pi mkT}} .$$

Dividing the gas equation by $n_0\bar v/d$ and the surface equation by $s_0n_0\bar v/4$ gives

$$\varepsilon u_\tau=\tfrac13u_{\xi\xi}-\beta u(1-\theta),\qquad \theta_\tau=\beta u(1-\theta),\qquad \varepsilon=\frac{s_0n_0d}{4}.$$

The number $\varepsilon$ counts gas molecules in the filled pore per adsorption site. Here it is $9.05\times10^{-6}$, so the stored gas is negligible and $u_{\xi\xi}=3\theta_\tau$.

### The front has its own shape

Let $w(\xi,\tau)=\beta\int_0^\tau u\,d\tau'$. The surface equation is $-\partial_\tau\ln(1-\theta)=\beta u$. For an initially empty wall it integrates to

$$\theta=1-e^{-w}.$$

Integrating $u_{\xi\xi}=3\theta_\tau$ over exposure and multiplying by $\beta$ gives an ordinary differential equation in depth:

$$w''=3\beta(1-e^{-w}),\qquad w(0)=\beta\tau\equiv W .$$

Multiply by $w'$. The left side is the derivative of $w'^2/2$, and the right side is the derivative of $3\beta(w+e^{-w})$. Far down the pore $w$ and $w'$ vanish, which fixes the constant:

$$w'=-\sqrt{6\beta\,g(w)},\qquad g(w)=w-1+e^{-w}.$$

The negative root applies because $w$ falls with depth. Separating variables,

$$\xi=\frac1{\sqrt{6\beta}}\int_w^{W}\frac{dq}{\sqrt{g(q)}} .$$

Exposure enters through the upper limit alone. Changing it adds the same distance to the position of every coverage level, so the front moves without changing shape. A longer pulse does change the coverage at a given depth, but it does so by translation.

For the slope, use $\theta'=e^{-w}w'$. Half coverage means $e^{-w}=1/2$ and $w=\ln2$, where $g=\ln2-\tfrac12$. The magnitude of the slope per diameter is therefore

$$S=\frac12\sqrt{6\beta\left(\ln2-\tfrac12\right)}=0.5383\sqrt\beta .$$

This requires $W>\ln2$, since otherwise half coverage is not reached even at the mouth. The square root expresses a competition: diffusion spreads the gas into the partly empty region, while adsorption removes it. For $\beta=0.01$, $S=0.05383$ per diameter, and the front width $1/S$ is about 19 diameters. That is wide enough for a diffusion description to be useful, but not exact. Diffusion keeps only the mean square of the axial flights, and the rare long flights widen the front. A diffusion fit to a true free-molecular profile returns a $\beta$ about 4% too low here, as large as the statistical error found below, and more than 10% too low at $\beta=0.05$. With $\beta$ near one the front would be only about two diameters wide and the description would be doubtful.

### What the depth measures

A convenient penetration depth is the equal-area depth $X=\int_0^\infty\theta\,d\xi$, the length of fully covered pore that would hold the same deposit. Since $\theta=w''/(3\beta)$,

$$X=\frac{w'(\infty)-w'(0)}{3\beta}=\frac{\sqrt{6\beta g(W)}}{3\beta}=\sqrt{\frac{2g(W)}{3\beta}},$$

or, after inserting $g$ and $W=\beta\tau$,

$$X^2=\frac23\left[\tau-\frac{1-e^{-\beta\tau}}{\beta}\right].$$

When $\beta\tau\gg1$ this becomes $X^2\simeq\frac23(\tau-1/\beta)$, with leading term $X\simeq\sqrt{2\tau/3}$. The uptake is then limited by diffusion through the saturated part of the pore. A stickier molecule cannot be caught near the mouth, because the sites there are already full.

Note that a larger $\beta$ at fixed exposure makes $X$ slightly larger. Your expectation of shallower penetration does hold for the dilute leading edge: for small $w$, $g\simeq w^2/2$ and $w'\simeq-\sqrt{3\beta}\,w$, so the tail decays faster when $\beta$ is larger. The total deposit nevertheless increases.

To measure the separation, write $\ln X=\frac12[\ln\frac23+\ln g(\beta\tau)-\ln\beta]$ and differentiate, using $g'(W)=1-e^{-W}$:

$$A_\tau\equiv\frac{\partial\ln X}{\partial\ln\tau}=\frac{W(1-e^{-W})}{2g(W)},\qquad
A_\beta\equiv\frac{\partial\ln X}{\partial\ln\beta}=A_\tau-\frac12,$$

$$R\equiv\frac{A_\beta}{A_\tau}=1-\frac{g(W)}{W(1-e^{-W})}.$$

For large $W$, $g/W\simeq1-1/W$ and $R\simeq1/W$. For small $W$, $g\simeq W^2/2$ and $R\to1/2$. The condition for your claim about depth is thus $\beta\tau\gg1$.

Your pulse gives $\tau=5891.5$ and $W=58.92$. Then $A_\beta=0.0086$, $A_\tau=0.5086$ and $R=0.017$. At the same $\beta$ but with $W=1$, the values are $0.359$, $0.859$ and $0.418$: depth then depends appreciably on both parameters.

In the limit $W\ll1$ there is no saturated region. The equation becomes linear, with $\theta\simeq\beta\tau e^{-\sqrt{3\beta}\,\xi}$ and $X\simeq\tau\sqrt{\beta/3}$. The logarithmic slope still gives $\beta$, but depth alone gives only the combination $\tau\sqrt\beta$.

### Reading the two features

The slope and area formulas can be inverted in turn:

$$\beta=\left(\frac{S}{0.5383}\right)^2,\qquad g(\beta\tau)=\frac{3\beta X^2}{2}.$$

For $W\gg1$ the second gives $\tau\simeq\frac32X^2+1/\beta$. I generated a noise-free profile by stepping the gas and surface equations in exposure, with $\varepsilon$ retained. It has $S=0.05382$ per diameter and $X=62.137$. Hence $\beta=(0.05382/0.5383)^2=0.0100$ and

$$\tau\simeq1.5(62.137)^2+100=5791.5+100=5891.5 .$$

Two further profiles, stepped in the same way, vary one feature at a time:

| Case | $\beta$ | $\tau$ | $S$ per diameter | $X$ |
|---|---:|---:|---:|---:|
| Base | 0.01 | 5891.5 | 0.05382 | 62.14 |
| Double exposure | 0.01 | 11783.1 | 0.05382 | 88.25 |
| Same depth | 0.05 | 5811.5 | 0.12035 | 62.14 |

Doubling the exposure leaves the slope unchanged to the digits shown. The depth grows by a factor of 1.420, slightly more than $\sqrt2$, because the offset $1/\beta=100$ does not double: $\sqrt{11683.1/5791.5}=1.420$. In the third case $\beta$ is five times larger, and the slope rises by a factor of 2.236, which is $\sqrt5$ to this accuracy. An exposure only 1.4% smaller than in the base case gives the same depth.

Now suppose that only $X=62.137$ is known. If $\beta=0.005$, the exposure is $5791.5+200=5991.5$; if $\beta=0.05$, it is $5791.5+20=5811.5$. A tenfold uncertainty in $\beta$ changes the inferred exposure by 3.1%.

The reverse inference is poor. At fixed $X$, $A_\beta\,\delta\ln\beta+A_\tau\,\delta\ln\tau=0$, so to first order a 1% error in a supposedly known exposure shifts $\ln\beta$ by $0.01/0.017=0.59$ in magnitude. A shift this large is already outside the linear range. Using $1/\beta\simeq\tau-\frac32X^2$ directly, an exposure taken 1% too high gives $1/\beta\simeq159$ and one taken 1% too low gives $1/\beta\simeq41$, so the inferred $\beta$ is about 0.006 or 0.024 instead of 0.01. Depth does carry information on $\beta$, but using it demands a very accurate exposure.

### The noisy fit

I sampled the stepped base profile at 100 points, one diameter apart, and added independent Gaussian noise of standard deviation $\sigma=0.02$ in coverage. Least squares with the integrated profile gave

$$\beta=0.01043\pm0.00042,\qquad \tau=5886\pm21 .$$

The exposure corresponds to $1.998\pm0.007$ Pa s, against the true 2.00 Pa s. The fitted $\beta$ lies about one standard error above its true value, and $\tau$ about 0.3 below. The chi-square is 78.4 for 98 degrees of freedom; its expected standard deviation is $\sqrt{2\cdot98}=14$, so this is an ordinary fluctuation. The fitted curve has $S=0.550$ per µm and $X=6.21$ µm.

The error estimate follows from linearising the model. Let $J$ contain the derivatives of the sampled coverages with respect to $(\ln\beta,\ln\tau)$, and let $\eta$ be the noise vector. Setting the gradient of $|J\delta q-\eta|^2$ to zero gives

$$\delta q=(J^TJ)^{-1}J^T\eta,\qquad C=\langle\delta q\,\delta q^T\rangle=\sigma^2(J^TJ)^{-1},$$

because $\langle\eta\eta^T\rangle=\sigma^2I$. At the true parameters the predicted standard errors are 0.0395 in $\ln\beta$ and 0.0036 in $\ln\tau$: about 4% and 0.4%. The scatter of 400 repeated fits was 0.0392 and 0.0034, which supports the linear estimate.

Your correlation is real, and it does not contradict the separation. Here it is predicted to be $-0.42$, and the repeated fits gave $-0.44$. Its sign agrees with that of the depth relation: at fixed depth, a larger $\beta$ requires a slightly smaller $\tau$. The fit does not hold the depth exactly fixed, so the size of the correlation must be taken from $C$. A correlation coefficient is scaled by the two errors, so it can be sizeable even when the shift in exposure is tiny. An increase of 0.0395 in $\ln\beta$ is accompanied on average by a change of $-0.42\times0.0036=-0.0015$ in $\ln\tau$, or 0.15% of the exposure.

To see that position supplies almost nothing to this estimate of $\beta$, replace $\tau$ by the half-coverage depth $\xi_h$. At fixed $\beta$ each $\tau$ above the half-coverage threshold corresponds to one $\xi_h$, so the change of variables leaves the best $\beta$ and its error unchanged. The profile becomes

$$\theta=\Theta\!\left[\sqrt\beta\,(\xi-\xi_h)\right],$$

with a fixed function $\Theta$. The unknown $\xi_h$ absorbs the position, and $\beta$ is found from the width. If $\tau$ were known perfectly, the predicted error of $\ln\beta$ would fall only from 0.0395 to 0.0359.

Differentiating this form at fixed $\xi_h$ gives

$$\frac{\partial\theta}{\partial\ln\beta}=\frac12(\xi-\xi_h)\frac{\partial\theta}{\partial\xi}.$$

It vanishes at half coverage. A full fit therefore obtains the slope from points on either side of the centre, not from the central point itself. The 26 points with true coverage between 0.05 and 0.95 would alone give an error of 0.0428 in $\ln\beta$, close to that of the full set. The other 74 points would give 0.1043. When measurements are limited and the coverage scale is already known, put them across the front. If the scale is not known, keep some points on the saturated plateau to fix it.

### What a good fit cannot reveal

The synthetic data and the fit share one physical model, so their agreement tests the inference, not the model's truth for a real pore. Three systematic errors deserve attention.

First, suppose the diffusivity is really $D=\kappa d\bar v/3$. The gas balance becomes $w''=3(\beta/\kappa)(1-e^{-w})$, still with $w(0)=\beta\tau$. The profile is identical to one calculated with $\kappa=1$ and parameters

$$\beta_{\rm fit}=\beta/\kappa,\qquad \tau_{\rm fit}=\kappa\tau .$$

The residuals cannot expose the mistake. A separate measurement of exposure could, provided that $s_0$ is known.

Second, the profile determines $\tau$, which contains the product $s_0pt$. Converting it to Pa s requires $s_0$, and a 5% overestimate of $s_0$ makes the inferred $pt$ about 5% too small. The coverage scale must also be normalised correctly; the saturated plateau provides that when $W\gg1$.

Third, I set the density just inside the mouth equal to the reservoir density. A simple estimate of the entrance resistance equates the net inflow $(\bar v/4)(n_0-n(0))$ to the diffusive flux $(d\bar v/3)|\partial n/\partial\xi|/d$, which gives

$$u(0)=1-\frac43|u_\xi(0)| .$$

Integrating over exposure and using $\int|u_\xi(0)|\,d\tau=|w'(0)|/\beta=3X$, the exposure just inside the mouth is $\tau-4X$. Within the diffusion model, the fit returns this smaller value. Here $4X\simeq249$, about 4% of $\tau$ and more than ten times the statistical error. This is an estimate of the size of the effect, not a correction to apply to that accuracy, because diffusion is least reliable within a few diameters of the mouth. With the exact distribution of flights the shortfall in the fitted exposure is nearer 5% of $\tau$, and its ratio to $X$ grows slowly with depth, so long flights contribute to it as well as the entrance. In the same model the front slope is unaffected, since the correction changes only $w(0)$. For exposure, then, the treatment of the mouth can matter more than the noise. The translation of the front protects $\beta$ from this error, but not from the error of the diffusion description itself.

The numerical output below gives the remaining digits and comparisons.

## Values computed for the example and the checks

```
pore diameter: 100 nm; temperature: 500 K
molecular mass: 100 u; site area: 0.25 nm^2
pressure: 10 Pa; pulse: 0.2 s; exposure: 2.00 Pa s
mean speed: 325.4 m/s
mean free path (0.5 nm collision diameter): 622 um
mean flight / d: 1.000000
mean square axial flight / d^2: 0.666667
D/(d v): 0.333333; D: 1.085e-05 m^2/s
gas per site eps: 9.05e-06
true beta: 0.010; true tau: 5891.5 impacts per site
beta*tau: 58.92
slope coefficient S/sqrt(beta): 0.5383 per d
formula, base: slope 0.05383 per d, area 62.137 d, half 61.209 d
limit sqrt(2 tau/3): 62.671 d
simulated, base: beta 0.010, tau 5891.5
  slope 0.05382 per d, area 62.137 d, half 61.208 d
  largest coverage difference from formula: 1.3e-05
simulated, double exposure: beta 0.010, tau 11783.1
  slope 0.05382 per d, area 88.254 d, half 87.325 d
  largest coverage difference from formula: 1.6e-05
simulated, equal-depth twin: beta 0.050, tau 5811.5
  slope 0.12035 per d, area 62.137 d, half 61.721 d
  largest coverage difference from formula: 6.2e-05
slope ratio, double exposure/base: 1.0000
area ratio, double exposure/base: 1.4203
slope ratio, twin/base: 2.2359
exposure ratio, twin/base: 0.9864
inverted from slope and area: beta 0.01000, tau 5891.5
beta*tau 58.92: dlnX/dlnbeta 0.0086, dlnX/dlntau 0.5086, ratio 0.0170
beta*tau 1.00: dlnX/dlnbeta 0.3591, dlnX/dlntau 0.8591, ratio 0.4180
half depth, base: dln/dlnbeta 0.0163, dln/dlntau 0.5163
noise: 0.02; points: 100; spacing: 1 d
fitted beta: 0.01043 +/- 0.00042
fitted tau: 5885.7 +/- 20.9
fitted exposure: 1.9980 +/- 0.0071 Pa s
chi-square: 78.4 for 98 degrees of freedom
fitted slope: 0.05498 per d = 0.5498 per um
fitted area depth: 62.128 d = 6.2128 um
predicted errors: ln beta 0.0395, ln tau 0.00360, correlation -0.418
scatter of 400 fits: ln beta 0.0392, ln tau 0.00341, correlation -0.436
ln beta error if tau is known: 0.0359
ln beta error, 26 front points (0.05-0.95): 0.0428
ln beta error, other 74 points: 0.1043
tau from depth alone: 5991.5 at beta 0.005, 5811.5 at beta 0.050
relative change of tau: 3.10 %
```
